# Silicide Nucleation Barriers and the Energy of Created Grain Boundaries

## Question

A new silicide phase has to nucleate in a parent layer that rests on another crystal. The nucleus can sit on a foreign crystal, with which it forms a high-energy interface, or on a grain with which it forms a grain boundary of lower energy. By how much does this replacement lower the nucleation barrier, how does the effect scale with the interface energies and the driving force, and does a low-energy grain boundary help whatever part it plays?

## Answer

### What is created and what is consumed

Call the nucleus N, the parent layer P and the crystal beneath it the base B. The nucleus covers a disc of radius $a$ on the flat base. Before it forms, the disc is P/B interface; afterwards it is N/B boundary. The nucleus also creates a curved N/P interface of area $A$. Let $s_{PB}$, $s_{NB}$ and $s$ be the energies per area of these three interfaces.

Let $g>0$ be the free energy released per volume of nucleus, with any strain energy already subtracted. Counting created area as positive and consumed area as negative, the free energy of forming a nucleus of volume $V$ is

$$G=-gV+sA+(s_{NB}-s_{PB})\pi a^2 .$$

The base energies enter through their difference. With

$$m=\frac{s_{PB}-s_{NB}}{s},$$

this becomes

$$G=-gV+s\,(A-m\pi a^2).$$

The model takes the interface energies to be isotropic and independent of size, keeps the base flat and rigid, and assumes that the atoms needed are available without a separate composition barrier. It is classical and is written in cgs units.

A low-energy boundary can therefore play two opposite parts. If the nucleus creates it, $s_{NB}$ is small and $m$ is large, which favours nucleation. If the nucleus consumes it, $s_{PB}$ is small and $m$ is small, which hinders nucleation. The proposed lowering holds for the created boundary, with the other energies fixed.

### The contact angle and the shape

The path of least free energy uses, at each volume, the shape with the least surface energy. Displace the curved surface outward by a small normal distance $\delta n$. The volume changes by $\int\delta n\,dA$. Away from the edge, the area changes by $\int\kappa\,\delta n\,dA$, where $\kappa$ is the sum of the two principal curvatures, positive for a sphere. At fixed volume the surface energy can be stationary for every such displacement only if $\kappa$ is the same everywhere on the surface.

For an axisymmetric surface, let $r$ be the distance from the axis and $\psi$ the angle by which the surface slopes down from the horizontal. The principal curvatures are $\sin\psi/r$ and $d(\sin\psi)/dr$, so

$$\kappa=\frac1r\frac{d}{dr}(r\sin\psi)
\quad\Rightarrow\quad r\sin\psi=\frac{\kappa r^2}{2}+C .$$

The surface crosses the axis at $r=0$, hence $C=0$ and $\sin\psi=\kappa r/2$. This is a sphere of radius $R=2/\kappa$.

The edge gives the second condition. Let $\theta$ be the angle between base and curved surface, measured inside the nucleus. If the edge moves outward by $\delta a$, the curved surface lengthens by the projection of this shift on its own tangent, $\delta a\cos\theta$. The covered base lengthens by $\delta a$. Along the perimeter $2\pi a$ the energy change is

$$s(\cos\theta-m)\,2\pi a\,\delta a .$$

It vanishes for

$$\cos\theta=m=\frac{s_{PB}-s_{NB}}{s},$$

which is Young's equation. It has a solution with a finite cap for $-1<m<1$.

### The barrier

Put the centre of the sphere at height zero. The base then lies at height $Rm$, and the cap reaches from there to $R$. Its volume is

$$V=\int_{Rm}^{R}\pi(R^2-z^2)\,dz
=\pi R^3\left[(1-m)-\frac{1-m^3}{3}\right]
=\frac{\pi R^3}{3}(2-3m+m^3).$$

Multiplying out $(1-m)^2(2+m)$ gives $2-3m+m^3$. With

$$f(m)=\frac{(1-m)^2(2+m)}{4},$$

the volume is $V=(4\pi/3)R^3f$. The cap area is $A=2\pi R^2(1-m)$ and the base radius obeys $a^2=R^2(1-m^2)$. Therefore

$$\begin{aligned}
A-m\pi a^2&=\pi R^2(1-m)\,[\,2-m(1+m)\,]\\
&=\pi R^2(1-m)\,(1-m)(2+m)=4\pi R^2f .
\end{aligned}$$

Volume and surface terms carry the same factor:

$$G(R)=f(m)\left(4\pi R^2s-\frac{4\pi}{3}R^3g\right).$$

The maximum follows from $dG/dR=f(8\pi Rs-4\pi R^2g)=0$, so

$$R^*=\frac{2s}{g}.$$

The critical radius does not contain the contact angle; the angle sets how much of the sphere is needed. Inserting $R^*$,

$$W=f\left(\frac{16\pi s^3}{g^2}-\frac{32\pi s^3}{3g^2}\right)
=W_{\rm hom}f(m),\qquad
W_{\rm hom}=\frac{16\pi s^3}{3g^2}.$$

Here $W_{\rm hom}$ is the barrier for a full sphere inside the parent. If the created boundary is changed from high to low energy at fixed $s$, $s_{PB}$ and $g$, the barrier is multiplied by

$$\frac{W_{\rm low}}{W_{\rm high}}
=\left(\frac{1-m_{\rm low}}{1-m_{\rm high}}\right)^2
\frac{2+m_{\rm low}}{2+m_{\rm high}} .$$

A numerical test did not assume a spherical cap. It minimised the surface energy over smooth axisymmetric shapes with eight free shape parameters, then maximised $G$ over size. For three contact angles, one of them above $90^\circ$, the barrier agreed with the formula to within 2 parts in $10^5$ of its value.

### How strongly each energy acts

Since $4f=2-3m+m^3$, the derivative is $f'(m)=-3(1-m^2)/4$. With $\partial m/\partial s_{NB}=-1/s$,

$$\frac{\partial W}{\partial s_{NB}}
=\frac{16\pi s^3}{3g^2}\,\frac{3(1-m^2)}{4s}
=\frac{4\pi s^2}{g^2}(1-m^2)=\pi a_*^2 ,$$

where $a_*$ is the base radius of the critical nucleus. The consumed energy enters $m$ with the opposite sign, so

$$\frac{\partial W}{\partial s_{PB}}=-\pi a_*^2 .$$

There is a direct reason for this simplicity. The critical nucleus is a stationary point of $G$, so a small change of its shape or size costs nothing to first order. What remains is the changed energy per area times the area to which it applies. The two derivatives give the direction of the effect without further calculation: a cheaper created boundary lowers the barrier, and a cheaper consumed boundary raises it.

### A grain boundary in the strict sense

A grain boundary separates two crystals of the same phase. The created boundary is one if the base is a seed grain of the new silicide in another orientation. The parent/base interface then joins the same two phases as the curved interface, and isotropy gives $s_{PB}=s$. Write $s_{NB}=\gamma$ and $u=\gamma/s$. Then

$$m=1-u,\qquad f=\frac{u^2(3-u)}{4},$$

and the barrier becomes

$$W=\frac{16\pi s^3}{3g^2}\,\frac{\gamma^2}{4s^2}\left(3-\frac{\gamma}{s}\right)
=\frac{4\pi\gamma^2(3s-\gamma)}{3g^2}.$$

For $\gamma\ll s$ this is $W\approx4\pi s\gamma^2/g^2$: halving a small grain-boundary energy divides the barrier by about four. For larger $u$ the response is weaker. The local exponent is

$$\frac{d\ln W}{d\ln\gamma}=2-\frac{u}{3-u}=\frac{6-3u}{3-u},$$

which is 1.8 at $u=0.5$ and falls to zero at $u=2$. There $m=-1$, and the seed no longer helps.

The height of the critical cap is

$$h_*=R^*(1-m)=\frac{2s}{g}\,\frac{\gamma}{s}=\frac{2\gamma}{g}.$$

A cheap grain boundary thus gives a flat nucleus. When $2\gamma/g$ approaches the thickness of an atomic layer, the continuum formula loses its basis, and its small barrier should not be trusted.

The seed has another property that the barrier does not show: in this isotropic continuum model it can grow into the parent without nucleating anything (a faceted seed needs new steps to form). The formula therefore gives the barrier for a new orientation on the seed, not for the appearance of the silicide as such. It also assumes that the seed surface stays in place while the nucleus forms.

Replacing a foreign base by a seed may change both base energies. Because $f$ decreases with $m$ for $-1<m<1$, at fixed $s$ and $g$ and with $\gamma<2s$ the barrier falls if

$$s-\gamma>s_{PB}-s_{NB},$$

with the foreign-base energies on the right. The condition $\gamma<s_{NB}$ alone is not enough. Take $s=400$ and $\gamma=200$ erg/cm$^2$ for the seed, against a foreign base with $s_{PB}=600$ and $s_{NB}=300$ erg/cm$^2$. The seed offers the cheaper created boundary, but $m=0.5$ against $0.75$ for the foreign base, which therefore has the lower barrier.

### Size of the effect in an example

The following round values are model parameters and describe no particular silicide: $s=s_{PB}=400$ erg/cm$^2$, $g=5\times10^9$ erg/cm$^3$ and $T=900$ K. The created boundary is changed from 300 erg/cm$^2$ on a foreign base to 200 erg/cm$^2$ on a seed grain. Equal values of $s_{PB}$ isolate the effect of the created boundary.

The critical radius is $2\times400/(5\times10^9)$ cm, or 1.6 nm. The homogeneous barrier is

$$W_{\rm hom}=\frac{16\pi(400)^3}{3(5\times10^9)^2}\ {\rm erg}
=4.29\times10^{-11}\ {\rm erg},$$

which is 26.8 eV. For the high-energy boundary,

$$m=\frac{400-300}{400}=0.25,\qquad
f=\frac{(0.75)^2(2.25)}{4}=0.316 .$$

The contact angle is $75.5^\circ$, and the barrier is $0.316\,W_{\rm hom}=1.36\times10^{-11}$ erg, or 8.5 eV. For the low-energy boundary,

$$m=\frac{400-200}{400}=0.5,\qquad
f=\frac{(0.5)^2(2.5)}{4}=0.156 .$$

The angle is $60^\circ$, and the barrier is $6.70\times10^{-12}$ erg, or 4.2 eV. Lowering the boundary energy by one third has halved the barrier; the ratio is 0.49. The two factors in it can be seen separately: $(0.5/0.75)^2=0.444$ from the squared term, and $2.5/2.25=1.11$ from the other.

The derivative offers a quick check. The critical base radii are 1.549 and 1.386 nm, so the base areas are $7.54\times10^{-14}$ and $6.03\times10^{-14}$ cm$^2$. Their mean times the change of 100 erg/cm$^2$ gives $6.79\times10^{-12}$ erg, about 1% below the full difference of $6.87\times10^{-12}$ erg. The estimate is low because the base area, proportional to $1-m^2$, is a concave function of $s_{NB}$, and the mean of the end values lies below the true average.

### What this does to the rate

In classical nucleation theory the rate contains the factor $\exp(-W/k_BT)$. If the two sites have equal kinetic prefactors and equal numbers, the rate ratio is

$$\frac{I_{\rm low}}{I_{\rm high}}
=\exp\left(\frac{W_{\rm high}-W_{\rm low}}{k_BT}\right).$$

At 900 K the barriers are 109 and 54 in units of $k_BT$. Their difference, 55, corresponds to a factor of about $10^{24}$. When the highest barrier that can be overcome in the available time lies between these two values, this change of the contact angle decides whether nucleation is seen.

The same exponential makes the absolute rate uncertain. Near the low-energy case, a change of 10 erg/cm$^2$ in $\gamma$ shifts $W$ by $\pi a_*^2\times10$ erg/cm$^2$, or $6.0\times10^{-13}$ erg. With $k_BT=1.24\times10^{-13}$ erg this is nearly $5k_BT$, a factor of about one hundred in rate. An error of 5% in the boundary energy has this consequence even if everything else is known. The nuclei are also just 1.2 and 0.8 nm high, a few atomic layers. The halving of the barrier is a reasonable estimate within the model; the power of ten is an indication of scale.

### Driving force as the other measure

The effect can also be expressed as the driving force that it saves. Suppose that nucleation becomes observable when $W=bk_BT$, with $b$ set by the prefactor and the time available. Solving for $g$,

$$g_{\rm need}=\left(\frac{16\pi s^3f(m)}{3bk_BT}\right)^{1/2}\propto\sqrt{f(m)} .$$

At fixed $s$, $T$ and $b$ the ratio of the two required driving forces is $\sqrt{0.494}=0.70$. For the chosen yardstick $b=60$, the foreign base needs $6.7\times10^9$ erg/cm$^3$ and the seed $4.7\times10^9$ erg/cm$^3$. The driving force of the example, $5\times10^9$ erg/cm$^3$, lies between them: by this yardstick the seed site is active and the flat foreign base, away from grain boundaries of the parent, is not.

Close to a temperature $T_0$ at which the driving force vanishes, $g\approx|\Delta S|\,|T-T_0|$, where $\Delta S$ is the entropy difference per volume of product. If strain is negligible and $k_BT$ is held at $k_BT_0$, the required distance from $T_0$ is also reduced to 70%. This needs $g_{\rm need}/|\Delta S|\ll T_0$, which the example values need not satisfy: for $|\Delta S|=1.25\times10^7$ erg/(cm$^3$ K), about 10 J/(mol K) at 8 cm$^3$/mol, they correspond to about 540 and 380 K, where neither the linear form of $g$ nor a fixed $k_BT$ can be trusted. At fixed interface energies the absolute barrier difference grows as $1/g^2$, so at a given temperature the ratio of the two rates is most sensitive to the contact angle when the driving force is small. Both barriers may then be too high for nucleation to be seen.

### The opposite case: a consumed grain boundary

Grain boundaries of the parent layer are also nucleation sites, but there the nucleus consumes the boundary. Let its energy be $\gamma_P$. The nucleus is a lens with one cap in each parent grain:

$$G=-g(V_1+V_2)+s(A_1+A_2)-\gamma_P\pi a^2 .$$

At the critical point each curved surface satisfies $s\kappa=g$, so both have radius $2s/g$. They share the base radius $a=R^*\sin\theta_i$, which makes $\sin\theta_1=\sin\theta_2$. Moving the common edge outward gives the balance

$$s(\cos\theta_1+\cos\theta_2)=\gamma_P .$$

Equal sines allow $\theta_1=\theta_2$ or $\theta_1=\pi-\theta_2$. The second choice would make the left side zero, which contradicts $\gamma_P>0$. The lens is therefore symmetric, and each half removes half of the boundary energy:

$$G=2\left[-gV+s\left(A-\frac{\gamma_P}{2s}\pi a^2\right)\right].$$

The bracket is the earlier cap problem with $m=\gamma_P/(2s)$. Hence

$$\cos\theta=\frac{\gamma_P}{2s},\qquad
W_{\rm lens}=2W_{\rm hom}f\left(\frac{\gamma_P}{2s}\right),
\qquad 0<\gamma_P<2s .$$

With the same $s$ and $g$, lowering $\gamma_P$ from 600 to 300 erg/cm$^2$ lowers $\cos\theta$ from 0.75 to 0.375. The factor $2f$ rises from 0.086 to 0.464, and the barrier from 2.3 to 12.4 eV. A less energetic grain boundary has made nucleation harder by a factor of 5.4 in the barrier. In a separate test the base radius and both cap heights were left free; the stationary point had one unstable direction, as a nucleation barrier should, and its energy agreed with the lens formula.

The parent grain boundary and the seed grain have equal barriers when

$$2f\left(\frac{\gamma_P}{2s}\right)=f(0.5)=0.156,$$

which gives $\gamma_P\approx526$ erg/cm$^2$. Of these two sites, the parent grain boundary has the lower barrier above this value and the seed below it. A polycrystalline layer also offers the lines where a parent grain boundary meets the base. There the nucleus consumes both interfaces, and each half is a sphere of radius $R^*$ cut by two planes, with $W=gV_*/2$. For a boundary normal to the foreign base ($m=0.25$) and $\gamma_P=300$ erg/cm$^2$ the factor is 0.135, below the seed's 0.156. Equal barriers are not equal rates. If the sites number $N_1$ and $N_2$ and their other prefactors agree, the rates are equal when $W_1-W_2=k_BT\ln(N_1/N_2)$.

### Where the estimate ends

As $m\to1$, the angle goes to zero and $f\approx3(1-m)^2/4$ vanishes. For $m>1$, that is $s_{PB}>s_{NB}+s$, even a thin film of the product lowers the surface energy. A flat cap of height $h$ has $A=\pi(a^2+h^2)$, so its surface term is $s\pi a^2(1+h^2/a^2-m)$, which is negative when $h/a$ is small enough. The continuum model then has no capillary barrier. A real film cannot be thinner than one atomic layer $h_0$, and its edge costs energy: a disc with edge energy $sh_0$ per length has $G=-[gh_0+s(m-1)]\pi a^2+2\pi a\,sh_0$ and a two-dimensional barrier $\pi s^2h_0^2/[gh_0+s(m-1)]$, about $13k_BT$ for the example's $s$, $g$, $T$ with $h_0=0.2$ nm and $m=1.05$. When this barrier is low, another step, such as diffusion or interface reaction, limits the silicide. As $m\to-1$, $f\to1$ and the base gives no advantage over the interior of the parent.

Other limits come from the assumptions. The model gives the line where nucleus, parent and base meet no energy of its own. A line energy $\tau$ per length adds about $2\pi a_*\tau$ to the barrier; $\tau=10^{-6}$ erg/cm already raises the two example barriers by about 8 and $7k_BT$, which changes their ratio to 0.52 and lifts the seed barrier just above the yardstick $60k_BT$. The difference of the two barriers is much less affected than either barrier. Strongly anisotropic interface energies produce facets, and a single contact angle no longer describes the nucleus. A parent layer thinner than $h_*$ cannot hold the cap. Strain that depends on orientation changes $g$ together with $\gamma$, and since $W\propto f/g^2$, a low-energy boundary bought with enough strain can raise the barrier: the gain is lost when the strain reduces $g$ to less than $\sqrt{f_{\rm low}/f_{\rm high}}$ times its value on the high-energy base, a fraction of 0.70 here. The main values behind these estimates are listed in the numerical output below.

## Calculated quantities

```
MODEL INPUTS
cap interface energy s = 400 erg/cm^2
consumed parent/base energy s_PB = 400 erg/cm^2
driving force g = 5.00e+09 erg/cm^3
temperature = 900 K
thermal energy k_B T = 1.2426e-13 erg
critical radius R* = 1.600 nm
homogeneous barrier = 4.2893e-11 erg
homogeneous barrier, converted = 26.77 eV
HIGH created boundary
  energy s_NB = 300 erg/cm^2
  cos(theta) = 0.2500 (no unit)
  contact angle = 75.52 degrees
  angle factor f = 0.31641 (no unit)
  base radius = 1.549 nm
  cap height = 1.200 nm
  barrier = 1.3572e-11 erg
  barrier, converted = 8.47 eV
  barrier / k_B T = 109.2 (no unit)
  g for yardstick = 6.746e+09 erg/cm^3
LOW created boundary
  energy s_NB = 200 erg/cm^2
  cos(theta) = 0.5000 (no unit)
  contact angle = 60.00 degrees
  angle factor f = 0.15625 (no unit)
  base radius = 1.386 nm
  cap height = 0.800 nm
  barrier = 6.7021e-12 erg
  barrier, converted = 4.18 eV
  barrier / k_B T = 53.9 (no unit)
  g for yardstick = 4.741e+09 erg/cm^3
COMPARISON
barrier ratio low/high = 0.4938 (no unit)
barrier drop / k_B T = 55.3 (no unit)
log10 of Boltzmann gain = 24.0 (no unit)
yardstick barrier / k_B T = 60 (no unit)
needed g ratio low/high = 0.7027 (no unit)
CONSUMED PARENT GRAIN BOUNDARY (lens)
gamma_P = 600 erg/cm^2
  cos(theta) = 0.7500 (no unit)
  lens factor 2f = 0.08594 (no unit)
  barrier = 3.6861e-12 erg
  barrier, converted = 2.30 eV
gamma_P = 300 erg/cm^2
  cos(theta) = 0.3750 (no unit)
  lens factor 2f = 0.46387 (no unit)
  barrier = 1.9897e-11 erg
  barrier, converted = 12.42 eV
lens barrier ratio low/high = 5.40 (no unit)
crossover gamma_P = 525.6 erg/cm^2
```
